# Wavelength of the Elastica Meander at Its First Vertical Slope

## Problem

A vicinal surface grows by the advance of identical steps that meander in phase. Step $n$ lies at $z=nl+\zeta(x,t)$, where $l$ is the terrace width along the mean growth direction $z$. Atoms arrive at rate $F$ per area, diffuse on the terraces with diffusivity $D$, and join a step from the lower terrace, which lies ahead of it. They do not cross a step downward, desorb, or diffuse along step edges. Steps influence each other only through the diffusing atoms; direct step repulsion is neglected. The site area is $\Omega$ and the step stiffness $\gamma$ is isotropic. All meander lengths are large compared with $l$.

Write $m=\zeta_x=\tan\theta$, and let $\kappa=m_x/(1+m^2)^{3/2}$ be the step curvature. At leading order in $l$ divided by the meander length, and in the frame of mean growth,

$$\zeta_t=-\partial_x\left[\frac{\alpha m+\beta\kappa_x}{1+m^2}\right],\qquad \alpha=\frac{\Omega Fl^2}{2},\quad \beta=\Omega Dc_{\rm eq}\Gamma l. \tag{1}$$

Here $c_{\rm eq}$ is the equilibrium adatom density at a straight step and $\Gamma=\Omega\gamma/kT$.

Justify (1). Then follow its periodic stationary profiles from small amplitude upward until one first has a vertical tangent. What is the wavelength of that profile, relative to the marginal wavelength of the nearly straight step?

## A tempting solution

For small slopes (1) becomes $\zeta_t=-\alpha\zeta_{xx}-\beta\zeta_{xxxx}$. A wave $\zeta\propto e^{iqx+\sigma t}$ therefore has

$$\sigma=\alpha q^2-\beta q^4. \tag{2}$$

A stationary profile neither grows nor decays, so $\sigma=0$. This gives $q=1/\ell$ with $\ell=\sqrt{\beta/\alpha}$, and the wavelength is $\lambda_c=2\pi\ell$. The amplitude has dropped out, so it may be raised until the profile is as steep as desired. The steep profile then has the marginal wavelength, and the ratio is 1.

## Where it fails

The amplitude dropped out because (2) was obtained with $m^2\ll1$. In particular, $\kappa$ was replaced by $\zeta_{xx}$, and that replacement cannot be carried to a vertical tangent. The sine wave it produces has largest slope $A/\ell$, which is finite for every finite amplitude $A$.

The error enters on the flanks. At a crest $m=0$, and $\kappa=\zeta_{xx}$ holds there. On a flank $\zeta_{xx}=(1+m^2)^{3/2}\kappa$, so a given curvature changes the slope over a shorter distance in $x$. A steep stationary profile should thus be shorter than $\lambda_c$. Finding how much shorter requires the full curvature.

## Solution

### The evolution equation

The adatom density $c$ on the terrace $\zeta<z<\zeta+l$ adjusts quickly compared with the step motion, so

$$D(c_{xx}+c_{zz})=-F.$$

At the attaching edge $z=\zeta$ the density is $c_e=c_{\rm eq}(1-\Gamma\kappa)$. It is raised at a protrusion, where $\kappa<0$. At the far edge no atoms cross, so $c_z-mc_x=0$. The attaching edge moves at $\zeta_t=\Omega D(c_z-mc_x)$, evaluated at $z=\zeta$.

Integrate the diffusion equation over $z$ at fixed $x$. Both limits move with slope $m$, so

$$\int c_{xx}\,dz=\partial_x\!\int c_x\,dz-m\,[c_x]_{\zeta}^{\zeta+l}.$$

The boundary terms combine with those of $\int c_{zz}\,dz$ into $c_z-mc_x$ at the two edges. The far one vanishes and the near one is the step velocity:

$$\frac{\zeta_t}{\Omega}=Fl-\partial_xJ,\qquad J=-D\int_\zeta^{\zeta+l}c_x\,dz.$$

The term $\Omega Fl$ is the mean growth and is removed by the moving frame.

To find $J$, let $s=z-\zeta$. Then $\partial_z=\partial_s$, and the $x$-derivative at fixed $z$ is $\partial_x-m\partial_s$. The two sources of density variation add, because the problem is linear in $c$.

*Deposition.* Variation across the narrow terrace dominates. The equation is $(1+m^2)c_{ss}=-F/D$, with $c=0$ at $s=0$ and $c_s=0$ at $s=l$. Hence

$$c=\frac{F}{D(1+m^2)}\left(ls-\frac{s^2}{2}\right).$$

The gradient at fixed $z$ is $-mc_s$, and since $\int_0^l(l-s)\,ds=l^2/2$, the current is $J=\tfrac12Fl^2\,m/(1+m^2)$.

*Capillarity.* The density is $c_e(x)$ plus a small part whose $s$-derivative $g$ is uniform across the terrace at leading order. The far-edge condition $g-m(c_e'-mg)=0$ gives $g=mc_e'/(1+m^2)$. The gradient at fixed $z$ is then $c_e'-mg=c_e'/(1+m^2)$. With $c_e'=-c_{\rm eq}\Gamma\kappa_x$,

$$J=\frac{Dc_{\rm eq}\Gamma l\,\kappa_x}{1+m^2}.$$

The sum of the two currents, multiplied by $\Omega$, is the bracket in (1).

### Stationary profiles are elasticas

Stationarity makes the bracket in (1) a constant $J_0$, so $\alpha m+\beta\kappa_x=J_0(1+m^2)$. Over one period the left side integrates to zero, because $\zeta$ and $\kappa$ are periodic. The integral of $1+m^2$ is positive, so $J_0=0$. One integration gives $\kappa+\zeta/\ell^2=$ constant. Equation (1) contains only derivatives of $\zeta$, so a shift of $\zeta$ removes the constant:

$$\kappa=-\zeta/\ell^2. \tag{3}$$

A curve whose curvature is proportional to its displacement is Euler's elastica.

Since $\cos\theta=(1+m^2)^{-1/2}$,

$$\frac{d\cos\theta}{dx}=-\frac{mm_x}{(1+m^2)^{3/2}}=-m\kappa=\frac{\zeta\zeta_x}{\ell^2}.$$

Integrating, with $\cos\theta=1$ at the crest $\zeta=A$,

$$\cos\theta=1-\frac{A^2-\zeta^2}{2\ell^2}. \tag{4}$$

The steepest point is at $\zeta=0$. Calling its angle $\theta_0$, we have $1-\cos\theta_0=A^2/2\ell^2$, or $A=2\ell\sin(\theta_0/2)$. As the amplitude rises from zero, $\theta_0$ rises continuously and first reaches $90^\circ$ at $A=\sqrt2\,\ell$.

### The wavelength along the family

Let $S$ be arc length, so that $\kappa=d\theta/dS$ and $dx=\cos\theta\,dS$. From (3) and (4), $\kappa^2=2(\cos\theta-\cos\theta_0)/\ell^2$. Set $k=\sin(\theta_0/2)$ and $\sin(\theta/2)=k\sin\varphi$. Then

$$|\kappa|=\frac{2k\cos\varphi}{\ell},\qquad |d\theta|=\frac{2k\cos\varphi\,d\varphi}{\sqrt{1-y}},\qquad dS=\frac{\ell\,d\varphi}{\sqrt{1-y}},\qquad y=k^2\sin^2\varphi.$$

Because $\cos\theta=1-2y=2(1-y)-1$, four quarter periods give

$$\lambda=4\ell\int_0^{\pi/2}\left[2\sqrt{1-y}-\frac1{\sqrt{1-y}}\right]d\varphi,\qquad \frac{\lambda}{\lambda_c}=\frac2\pi\,[2E(k)-K(k)]. \tag{5}$$

$K$ and $E$ are the complete elliptic integrals of modulus $k$.

The integrand has $y$-derivative $-(1-y)^{-1/2}-\tfrac12(1-y)^{-3/2}<0$, so the wavelength falls steadily as the profile steepens. For small $y$ the integrand is $1-\tfrac32y$. The average of $\sin^2\varphi$ is $\tfrac12$ and $k\approx\theta_0/2$, so $\lambda/\lambda_c\approx1-3\theta_0^2/16$. The tempting answer is the first term of this expansion.

### Vertical slope

At $\theta_0=90^\circ$, (4) with $u=\zeta/A$ reads $\cos\theta=u^2$, and $\sin\theta=\sqrt{1-u^4}$. On a quarter period $dx=\cot\theta\,d\zeta$, so

$$\lambda_v=4\sqrt2\,\ell\int_0^1\frac{u^2\,du}{\sqrt{1-u^4}}.$$

Let $G$ denote Euler's gamma function. With $t=u^4$ the integral is

$$\frac14\int_0^1t^{-1/4}(1-t)^{-1/2}dt=\frac{G(3/4)\,G(1/2)}{4\,G(5/4)}=\frac{\sqrt\pi\,G(3/4)}{G(1/4)}=\frac{\sqrt2\,\pi^{3/2}}{G(1/4)^2}.$$

The steps use $G(1/2)=\sqrt\pi$, $G(5/4)=\tfrac14G(1/4)$ and $G(1/4)G(3/4)=\sqrt2\,\pi$. Thus $\lambda_v=8\pi^{3/2}\ell/G(1/4)^2$, and division by $2\pi\ell$ gives

$$\boxed{\frac{\lambda_v}{\lambda_c}=\frac{4\sqrt\pi}{G(1/4)^2}=0.5394}$$

The profile that first reaches vertical slope has about 54 percent of the marginal wavelength. Direct numerical integration of the stationary profile gives the same ratio, 0.53935. No material parameter enters; these set $\ell$.

## What the profile means for growth

The family has $\lambda<\lambda_c$, where (2) says a straight step is stable. Its members are themselves unstable. To see this, write (1) as

$$\zeta_t=\partial_x\left[\frac{\beta}{1+m^2}\,\partial_x\frac{\delta\mathcal E}{\delta\zeta}\right],\qquad \mathcal E=\int\left[\sqrt{1+m^2}-\frac{\zeta^2}{2\ell^2}\right]dx.$$

This is correct because $\delta\mathcal E/\delta\zeta=-\kappa-\zeta/\ell^2$. Integration by parts shows that $\mathcal E$ never increases. About a stationary profile with $\theta_0<90^\circ$, a perturbation $\eta$ has second variation

$$Q(\eta)=\int\left[\frac{\eta_x^2}{(1+m^2)^{3/2}}-\frac{\eta^2}{\ell^2}\right]dx.$$

Take $\eta=\zeta$, which has zero mean as mass conservation requires. By (3), and since $\kappa=\partial_x(m/\sqrt{1+m^2})$,

$$\int\frac{\zeta^2}{\ell^2}dx=-\int\zeta\kappa\,dx=\int\frac{m^2}{\sqrt{1+m^2}}dx,\qquad Q(\zeta)=-\int\frac{m^4}{(1+m^2)^{3/2}}dx<0.$$

The operator $-\partial_x[\beta/(1+m^2)]\partial_x$ is positive on zero-mean functions, so a direction of negative $Q$ implies a growing mode. For $\theta_0=45.8^\circ$ the linearized equation gives a largest growth rate of $0.32\,\alpha/\ell^2$ among perturbations that share the profile's period; longer periods were not examined.

The 54 percent figure is therefore not a predicted meander spacing. Setting $d\sigma/dq=0$ in (2) gives $q^2=1/(2\ell^2)$, so small random undulations grow fastest at $\sqrt2\,\lambda_c$. The stationary family has no member of that wavelength.

## A numerical case

Take round values: atomic spacing $a=0.25$ nm with $\Omega=a^2$, $l=3$ nm, $T=420$ K ($kT=0.03619$ eV), $\Omega F=0.003$ monolayers per second and $\gamma=1$ eV/nm. Let the hop barrier be 0.4 eV, the adatom formation energy 0.6 eV and the attempt rate $\nu=10^{13}$ s$^{-1}$. Then

$$\Omega Dc_{\rm eq}=a^2\nu e^{-1.0\,{\rm eV}/kT}=0.626\ {\rm nm^2/s},\qquad \Gamma=\frac{a^2\gamma}{kT}=1.727\ {\rm nm},$$

$$\alpha=\tfrac12(0.003)(3)^2=0.0135\ {\rm nm^2/s},\qquad \beta=(0.626)(1.727)(3)=3.24\ {\rm nm^4/s}.$$

Hence $\ell=\sqrt{3.24/0.0135}=15.5$ nm, $\lambda_c=97.4$ nm and $\lambda_v=0.5394\times97.4=52.5$ nm. The vertical profile has amplitude $\sqrt2\,\ell=21.9$ nm. Its arc length per period, $4K\ell=115$ nm, exceeds $\lambda_c$, although its projection on $x$ is much shorter.

| $\theta_0$ | $A$ (nm) | $\lambda$ (nm) | $\lambda/\lambda_c$ |
|---|---|---|---|
| 30° | 8.0 | 92.4 | 0.949 |
| 60° | 15.5 | 77.4 | 0.795 |
| 75° | 18.9 | 66.2 | 0.680 |
| 90° | 21.9 | 52.5 | 0.539 |

More than half of the shortening occurs beyond $60^\circ$. With the other inputs fixed, $\lambda_c$ is 70 nm at 410 K and 133 nm at 430 K. The absolute lengths are thus very sensitive to temperature, while the model's ratio is not affected.

## Conditions on the 54 percent

**Edge diffusion.** Atoms moving along the step carry a current proportional to $\kappa_S=\kappa_x/\sqrt{1+m^2}$. Let this transport have strength $r\beta$. For zero total current,

$$\frac{\alpha m+\beta\kappa_x}{1+m^2}+\frac{r\beta\kappa_x}{\sqrt{1+m^2}}=0
\quad\Rightarrow\quad
\theta_{SS}=-\frac{\sin\theta\cos\theta}{\ell^2(\cos\theta+r)}.$$

The small-amplitude wavelength becomes $2\pi\ell\sqrt{1+r}$. For large $r$ the first integral is $\theta_S^2=(\sin^2\theta_0-\sin^2\theta)/(r\ell^2)$. As $\theta_0\to90^\circ$, $|\theta_S|\to\cos\theta/(\sqrt r\,\ell)$, and

$$\lambda\to4\int_0^{\pi/2}\frac{\cos\theta}{|\theta_S|}\,d\theta=2\pi\sqrt r\,\ell.$$

The ratio then tends to 1. The amplitude $\int\sin\theta\,dS=\sqrt r\,\ell\int\tan\theta\,d\theta$ diverges, so vertical slope is approached but not reached at finite amplitude. The same holds for every $r>0$: near $90^\circ$ the equation above makes $\theta_{SS}$ proportional to $\theta-90^\circ$, so a step that is exactly vertical with zero curvature never turns. Ratios quoted below for $r>0$ are therefore limits as $\theta_0\to90^\circ$.

**A real surface.** The parameters are round values and do not describe a particular metal. The absence of edge diffusion is an assumption to check for any real surface, since motion along a step can be easier than detachment onto a terrace. Comparing hop rates and densities gives the estimate $r=(a/l)\exp[(1.0\ {\rm eV}-E_{\rm edge})/kT]$, where $E_{\rm edge}$ is the total activation energy of edge transport. Even $E_{\rm edge}=1.0$ eV, equal to the activation energy of terrace transport, gives $r=0.083$ and a ratio of 0.62. At 0.9 eV, $r=1.3$ and the ratio is 0.86. At $r=0.01$ the ratio is 0.56, so the 54 percent requires edge transport to be much weaker than terrace transport.

**Anisotropy.** With stiffness proportional to $1+\epsilon\cos6\theta$ and $r=0$, the ratio is 0.52 for $\epsilon=0.1$ and 0.56 for $\epsilon=-0.1$.

**Step repulsion.** Real steps repel, if only because neighbours restrict each other's thermal wandering. At normal distance $d$ this costs a free energy of about $(\pi kT)^2/(6\gamma d^2)$ per step length. With $d=l\cos\theta$ the cost grows without bound as a flank steepens. The amplitude of the stationary profile then diverges as the slope approaches vertical, so a vertical slope is not reached at finite amplitude. Applied locally, this cost is an orientation-dependent step energy $\gamma b/\cos^2\theta$ with $b=(\pi kT)^2/(6\gamma^2l^2)$. It enters through the stiffness (the energy plus its second derivative in $\theta$), which becomes $\gamma[1+3b(1+m^2)(1+2m^2)]$. In the numerical case $b=2.4\times10^{-4}$, and the ratio drops from 0.64 to about 0.61 at $80^\circ$ and from 0.59 to about 0.45 at $85.2^\circ$. Continued formally to steeper angles, the ratio passes a minimum near $89^\circ$ and then grows without bound. These are estimates only: nearly all of the shift comes from the parts of the flank steeper than $60^\circ$, where $d$ is below 1.5 nm and falls to one atomic spacing at $85.2^\circ$. A continuum formula for wandering steps is not reliable at such distances. The 54 percent therefore belongs to steps without direct repulsion.

**Discreteness.** In-phase steps have normal spacing $l\cos\theta$. Here it falls to one atomic spacing at $85.2^\circ$, where the ratio without repulsion is 0.59. The vertical profile is thus a limit of the continuum model, not a configuration it can describe atom by atom.

**Terrace width.** In this case $l/\ell=0.19$. On a sine-shaped step of amplitude $\ell$ and wavelength $2\pi\ell$, the largest errors of the deposition and capillary currents are 10 and 18 percent, each relative to the maximum of its leading-order formula. These are errors of the currents; their effect on $\lambda_v/\lambda_c$ was not computed. The 54 percent belongs to the limit $l/\ell\to0$; for these terraces it is an estimate whose error is not known.

**Linearized curvature law.** The edge density $c_{\rm eq}(1-\Gamma\kappa)$ is the first-order form of $c_{\rm eq}e^{-\Gamma\kappa}$ and needs $\Gamma|\kappa|\ll1$. At the crest of the vertical profile $\Gamma|\kappa|=\sqrt2\,\Gamma/\ell=0.16$ in the numerical case. With the exponential form, crest and trough become unequal and the ratio moves from 0.5394 to 0.5389.

## Values computed for the example and the checks

```
atomic spacing 0.25 nm, terrace width 3.0 nm
temperature 420.0 K, kT 0.03619 eV
deposition 0.003 monolayer/s, attempt rate 1e+13 1/s
step stiffness 1.0 eV/nm
hop barrier 0.4 eV, adatom formation energy 0.6 eV
Omega*D*c_eq 0.6258 nm2/s
capillary length Gamma 1.7269 nm
alpha 0.01350 nm2/s, beta 3.2418 nm4/s
elastica length ell 15.496 nm
marginal wavelength 97.37 nm
fastest-growing wavelength 137.70 nm
integral of u^2/sqrt(1-u^4) from 0 to 1: 0.599070
Euler gamma(1/4) 3.625610
vertical ratio, closed form 0.53935260
vertical ratio, integrated profile 0.53935260
vertical-slope wavelength 52.51 nm
vertical amplitude 21.92 nm (A/ell 1.414214)
vertical peak-to-valley 43.83 nm
vertical arc length per period 114.92 nm
family: angle (deg), amplitude (nm), wavelength (nm), ratio
   10    2.701   96.810 0.99429
   30    8.021   92.368 0.94866
   45   11.860   86.136 0.88466
   60   15.496   77.430 0.79525
   75   18.867   66.243 0.68035
   90   21.915   52.515 0.53935
instability test angle 45.84 deg
  growth rate 0.3208 alpha/ell^2 = 1.804e-05 1/s
  second variation along profile -0.70820 ell
sizes of neglected effects:
terrace width / ell 0.1936
finite width: marginal wavelength shift -0.156 %
steep sine step, deposition current error 10.2 %
steep sine step, capillary current error 17.7 %
extra step-edge barrier 0.2 eV, length 62.5 nm
leaky edge: marginal wavelength shift 2.37 %
edge transport energy 1.0 eV: r 0.0833, vertical ratio 0.6235
edge transport energy 0.9 eV: r 1.3206, vertical ratio 0.8618
stiffness anisotropy +0.1: vertical ratio 0.5181
stiffness anisotropy -0.1: vertical ratio 0.5645
normal step spacing = one atom at 85.22 deg, ratio there 0.5872
island spacing, scaling estimate 15.3 nm
marginal wavelength at 410 K 70.36 nm
marginal wavelength at 430 K 132.69 nm
```
